# Curie-Weiss permittivity and square-root phonon softening from a Landau free energy

Consider a crystal with one polar lattice mode along a fixed axis. Its amplitude is $u$, its effective mass $M$, its effective charge $Z$, and the cell volume is $\Omega$. The mode produces an ionic polarization

$$p=\frac{Zu}{\Omega}.$$

Let $E$ be the macroscopic field inside the crystal along the same axis, and $P$ the total polarization, which also contains the electronic response. Hartree atomic units are used, with $4\pi\varepsilon_0=1$, while temperature $T$ stays in kelvin. The displacement field is $D=E+4\pi P$, and the relative permittivity is $\varepsilon=dD/dE$. The permittivity with the ions held still is $\varepsilon_\infty$.

In the high-symmetry phase, reversing $p$ at zero field gives an equivalent state, so the free energy contains even powers of $p$. Per unit volume, at fixed $E$ and $T$, take

$$G=G_0(T)+\frac{A}{2}p^2+\frac{B}{4}p^4-pE-\frac{\varepsilon_\infty-1}{8\pi}E^2,\qquad A=a(T-T_0),$$

with $a>0$ and $B>0$. The last term is the electronic response. The quantities $Z$, $M$, $\Omega$, $B$ and $\varepsilon_\infty$ are taken as independent of temperature. This is a mean-field description: $p$ is a uniform average, and its spatial fluctuations are neglected.

At equilibrium $G$ is stationary with respect to $p$:

$$\frac{\partial G}{\partial p}=Ap+Bp^3-E=0.$$

Differentiating this condition with respect to $E$ at fixed $T$ gives

$$(A+3Bp^2)\frac{dp}{dE}=1,\qquad \frac{dp}{dE}=\frac1\kappa,\qquad \kappa=A+3Bp^2.$$

Here $\kappa=\partial^2G/\partial p^2$ is the curvature of the free energy at the equilibrium point. A flat minimum means a large response. The total polarization follows from the field derivative of $G$ at fixed $p$:

$$P=-\frac{\partial G}{\partial E}=p+\frac{\varepsilon_\infty-1}{4\pi}E.$$

Hence $D=\varepsilon_\infty E+4\pi p$, and

$$\varepsilon=\frac{dD}{dE}=\varepsilon_\infty+\frac{4\pi}{\kappa}.$$

For $T>T_0$ and $E\to0$, the equilibrium is $p=0$, because $p(A+Bp^2)=0$ has no other real root when $A$ and $B$ are positive. Then $\kappa=A$ and

$$\boxed{\varepsilon=\varepsilon_\infty+\frac{C}{T-T_0},\qquad C=\frac{4\pi}{a}.}$$

This is the Curie-Weiss law. It is $\varepsilon-\varepsilon_\infty$ that varies inversely with $T-T_0$; the electronic part adds a constant. In SI units the factor $4\pi$ in $C$ becomes $1/\varepsilon_0$, with $a$ expressed in SI units too.

The frequency requires a further assumption: while the mode moves, the other degrees of freedom adjust to it, so that $\Omega G$ serves as its potential energy per cell. Newton's equation is then

$$M\ddot u=-\Omega\frac{\partial G}{\partial u}
=-\Omega\frac{\partial G}{\partial p}\frac{dp}{du}
=-Z\frac{\partial G}{\partial p},$$

since $dp/du=Z/\Omega$. Write $u=u_{\rm eq}+\delta u$. At fixed field, the first-order change of $\partial G/\partial p$ is $\kappa\,\delta p=\kappa Z\,\delta u/\Omega$, so

$$M\,\delta\ddot u=-\frac{Z^2\kappa}{\Omega}\,\delta u,\qquad
\omega_{\rm TO}^2=\frac{Z^2}{M\Omega}\,\kappa.$$

The label TO denotes a transverse optical mode. For a long wave travelling perpendicular to $p$, with retardation neglected, the oscillating polarization creates no macroscopic field, and the fixed-field calculation applies. Above $T_0$ at zero static field, $\kappa=A$ gives

$$\boxed{\omega_{\rm TO}=\left[\frac{Z^2a}{M\Omega}(T-T_0)\right]^{1/2}.}$$

The square root appears because a force constant determines the square of a frequency, and the force constant is linear in temperature. The permittivity contains the inverse of the same curvature. Multiplying the two results removes it:

$$(\varepsilon-\varepsilon_\infty)\,\omega_{\rm TO}^2=\frac{4\pi Z^2}{M\Omega}.$$

This relation does not use the linearity of $A$. Within the model it survives any temperature dependence of the curvature, provided $Z$, $M$ and $\Omega$ stay constant and the same curvature governs the static response and the vibration.

One may ask whether the temperature, rather than the entropy, should be held fixed during a vibration. The entropy density is

$$S=-\frac{\partial G}{\partial T}=S_0(T)-\frac a2p^2.$$

If $S$ is held fixed during motion about $p=0$, the temperature change is proportional to $p^2$. Its effect on the restoring term $a(T-T_0)p$ is of order $p^3$ and drops out of the linear equation. Above $T_0$ at zero field, the isothermal and adiabatic frequencies therefore agree.

For a numerical example, take the round model parameters $Z=6$, $M=40000$, $\Omega=400$, $\varepsilon_\infty=5$, $T_0=200$ K, $a=1.5\times10^{-4}\ {\rm K^{-1}}$ and $B=300$, in atomic units except for the kelvin. They describe no particular material. The two constants needed are

$$C=\frac{4\pi}{1.5\times10^{-4}}\ {\rm K}=83776\ {\rm K},\qquad
\frac{Z^2}{M\Omega}=\frac{36}{1.6\times10^7}=2.25\times10^{-6}.$$

At 300 K the distance from $T_0$ is 100 K, and $A=0.015$. Thus

$$\varepsilon=5+\frac{83776}{100}\approx843,$$

$$\omega_{\rm TO}=\sqrt{2.25\times10^{-6}\times0.015}
=1.837\times10^{-4}\ {\rm hartree},$$

or $40.3\ {\rm cm^{-1}}$. At 210 K the permittivity is 8383 and the frequency is $5.81\times10^{-5}$ hartree. At 400 K they are 424 and $2.598\times10^{-4}$ hartree. Between 210 and 400 K the distance from $T_0$ grows by a factor of 20, and the frequency by $\sqrt{20}\approx4.47$. The numerical output compares these formulas with permittivities from numerically solved equilibria and frequencies from integrated trajectories.

A wave travelling parallel to $p$ behaves differently. In the absence of free charge, its oscillating displacement field vanishes. Setting $D=\varepsilon_\infty E+4\pi p=0$ gives $E=-4\pi p/\varepsilon_\infty$, a field that opposes the polarization. About $p=0$ the linear restoring term becomes

$$Ap-E=\left(A+\frac{4\pi}{\varepsilon_\infty}\right)p,$$

and the longitudinal frequency is

$$\omega_{\rm LO}^2=\frac{Z^2}{M\Omega}\left(A+\frac{4\pi}{\varepsilon_\infty}\right).$$

Dividing by $\omega_{\rm TO}^2=Z^2A/(M\Omega)$ yields the Lyddane-Sachs-Teller relation for this single mode:

$$\frac{\omega_{\rm LO}^2}{\omega_{\rm TO}^2}
=1+\frac{4\pi}{\varepsilon_\infty A}
=\frac{\varepsilon}{\varepsilon_\infty}.$$

The longitudinal mode stays stiff when $A$ vanishes, because the electrostatic term remains. In the example it changes from $2.379\times10^{-3}$ hartree at 210 K to $2.392\times10^{-3}$ hartree at 400 K, an increase of about 0.6 percent. The large permittivity is thus tied to the softness of the transverse mode.

Below $T_0$, the curvature at $p=0$ is negative. The formula for the high-symmetry structure then gives $\omega^2<0$: a small displacement grows instead of oscillating. The crystal moves to a distorted polymorph with a spontaneous polarization $p_s$. At zero field, the nonzero root of the equilibrium condition is

$$p_s^2=-\frac AB=\frac{a(T_0-T)}B.$$

The curvature at this new minimum is

$$\kappa=A+3Bp_s^2=A-3A=-2A=2a(T_0-T).$$

Inserting it into the general results gives, for a single domain at fixed temperature,

$$\varepsilon=\varepsilon_\infty+\frac{C}{2(T_0-T)},\qquad
\omega_{\rm TO}^2=\frac{2Z^2a}{M\Omega}(T_0-T).$$

At equal distances from $T_0$, the distorted phase has half the lattice permittivity and twice the squared frequency. At 150 K, 50 K below $T_0$, the values are again 843 and $1.837\times10^{-4}$ hartree, the same as 100 K above it. The spontaneous polarization there is $p_s=\sqrt{0.0075/300}=0.0050$ atomic units.

Here the choice between fixed temperature and fixed entropy does matter. Let $c$ be the heat capacity per volume at fixed $p$. Constant entropy requires $c\,\delta T/T=ap_s\,\delta p$, and the resulting $\delta T$ adds $ap_s\,\delta T=(Ta^2p_s^2/c)\,\delta p$ to the restoring term. The adiabatic curvature is therefore larger than the isothermal one by $Ta^2p_s^2/c$. The frequency quoted below $T_0$ neglects this addition, and so does the frequency given further on for a crystal polarized by a static field, where $p$ is also nonzero at equilibrium. With the classical heat capacity of five atoms per cell, $c=15k_{\rm B}/\Omega$ ($k_{\rm B}$ being Boltzmann's constant), the addition raises both frequencies by about 2 percent.

Strain acts in a similar way in real crystals. Add terms $Y\eta^2/2-q\eta p^2$ for a homogeneous strain $\eta$. A free crystal relaxes its strain under a static field, but the strain cannot follow the optical vibration. The curvature that sets the frequency then exceeds the one that sets the static permittivity by $4q^2p^2/Y$. This vanishes at $p=0$, but below $T_0$ or under bias the product $(\varepsilon-\varepsilon_\infty)\,\omega_{\rm TO}^2$ exceeds $4\pi Z^2/(M\Omega)$ unless the permittivity of the clamped crystal is used.

The zero-field laws also need a sufficiently weak field. Above $T_0$, solve $Ap+Bp^3=E$ by iteration. The first approximation is $p=E/A$; putting it into the cubic term gives

$$p\simeq\frac EA-\frac{BE^3}{A^4}.$$

To order $E^2$, the curvature is $\kappa\simeq A+3BE^2/A^2$. Expanding its inverse,

$$\varepsilon-\varepsilon_\infty\simeq
\frac{4\pi}{A}\left(1-\frac{3BE^2}{A^3}\right).$$

The linear law requires $3BE^2/A^3\ll1$. The corresponding field scale, $E_0=A^{3/2}/B^{1/2}$, shrinks as $(T-T_0)^{3/2}$ on approaching $T_0$. At 300 K it is $1.06\times10^{-4}$ atomic units, or 0.545 MV/cm. At the much smaller field of $2\times10^{-6}$, the correction formula predicts a fractional drop in the lattice permittivity of $1.067\times10^{-3}$. The numerical equilibrium gives $1.065\times10^{-3}$.

At 300 K, a gate oxide with these model parameters on a semiconductor would stay within this weak-field range at an ordinary channel charge. The displacement field is continuous across the interface, and a channel charge of $10^{13}$ electrons per ${\rm cm^2}$ corresponds to an oxide field of only about $4.2\times10^{-6}$ atomic units. A film between metal electrodes can be driven further, provided it withstands the field. For $E=2\times10^{-4}$, or 1.03 MV/cm, the full cubic equation gives $p=0.00686$. Its curvature is

$$\kappa=0.015+3(300)(0.00686)^2\approx0.0574.$$

The differential permittivity falls from 843 to 224, while the mode hardens from 40.3 to $78.9\ {\rm cm^{-1}}$. Within the quartic model both changes come from the cubic restoring term, which stiffens the lattice as it is polarized. The displacement here is already $u=p\Omega/Z\approx0.46$ bohr and the polarization about $0.39\ {\rm C/m^2}$, so higher terms need not be small: adding $Kp^6/6$ with $K=10^7$ to $G$ would give 135 and $102\ {\rm cm^{-1}}$ instead. The value 224 describes a small additional voltage about this bias. The total displacement divided by the total field is larger:

$$\frac DE=\varepsilon_\infty+\frac{4\pi p}{E}
\approx5+\frac{4\pi(0.00686)}{2\times10^{-4}}\approx436.$$

In the opposite limit, $E\gg E_0$, the cubic term dominates and $p\simeq(E/B)^{1/3}$. Then $\kappa\simeq3B^{1/3}E^{2/3}$, and the lattice permittivity becomes

$$\varepsilon-\varepsilon_\infty\simeq\frac{4\pi}{3B^{1/3}E^{2/3}}.$$

The temperature has dropped out at leading order. At $T=T_0$, where $A=0$, this expression holds for any nonzero field within the quartic model, so a finite field removes the divergence. Away from $T_0$ the limit is approached slowly. At 300 K it is still 7 percent low at $E=10E_0$, which is 5.5 MV/cm with a displacement of 0.94 bohr, where neither the quartic expansion nor the survival of a film can be assumed. The limit is of practical use only close to $T_0$, where $E_0$ is small.

Damping changes what is seen of the soft mode without changing the static permittivity. With a damping rate $\Gamma$, taken as independent of temperature, the linear equation above $T_0$ is

$$\ddot u+\Gamma\dot u+\omega_0^2u=0,\qquad
\omega_0^2=\frac{Z^2a}{M\Omega}(T-T_0).$$

A trial solution $u\propto e^{-\lambda t}$ gives $\lambda^2-\Gamma\lambda+\omega_0^2=0$, with roots

$$\lambda_\pm=\frac\Gamma2\pm\sqrt{\frac{\Gamma^2}{4}-\omega_0^2}.$$

For $\omega_0>\Gamma/2$ the roots are complex, and the free oscillation has frequency $\sqrt{\omega_0^2-\Gamma^2/4}$. This is lower than $\omega_0$. Its square is still linear in $T$ but reaches zero above $T_0$, so the square-root law holds for it only with a shifted reference temperature. Oscillation ceases when $\omega_0=\Gamma/2$, that is, at

$$T-T_0=\frac{M\Omega\Gamma^2}{4Z^2a}.$$

Nearer to $T_0$ both roots are real. Expanding the square root for $\omega_0\ll\Gamma$ gives the slow relaxation rate

$$\lambda_-\simeq\frac{\omega_0^2}{\Gamma}
=\frac{Z^2a}{M\Omega\Gamma}(T-T_0).$$

The slow rate is linear in $T-T_0$, although the undamped frequency $\omega_0$ still varies as its square root. For $\Gamma=10^{-4}$ hartree, the mode is overdamped within 7.4 K above $T_0$. At a distance of 0.5 K, the integrated motion relaxes at $1.717\times10^{-6}$ atomic units, against $1.688\times10^{-6}$ from the limiting formula. The difference of 1.7 percent agrees with the next term of the expansion, whose relative size is $\omega_0^2/\Gamma^2=0.017$.

The transition need not occur at $T_0$. If the quartic coefficient is negative, a positive sixth-order term $Kp^6/6$ is needed to keep the free energy bounded below. At zero field, with $s=p^2$, the energy relative to the undistorted state is

$$G-G_0=s\left(\frac A2+\frac{Bs}{4}+\frac{Ks^2}{6}\right).$$

A distorted state is favoured once the bracket can become negative for some $s>0$. The bracket is smallest where $B/4+Ks/3=0$, at $s=-3B/(4K)$. Its value there is

$$\frac A2-\frac{3B^2}{16K}+\frac{3B^2}{32K}
=\frac A2-\frac{3B^2}{32K}.$$

Setting this to zero gives the temperature at which the two phases have equal free energy:

$$T_c=T_0+\frac{3B^2}{16aK}.$$

At $T_c$ the equilibrium polarization jumps from zero to $\sqrt{-3B/(4K)}$, so the transition is of first order. Above $T_c$ the curvature at $p=0$ is still $a(T-T_0)$, and both boxed laws hold with $T_0$, not $T_c$, as their reference temperature. With $B=-300$ and $K=10^7$, the transition lies 11.25 K above $T_0$. Just above it, the permittivity is about 7450 and the undamped frequency $6.16\times10^{-5}$ hartree: the first is finite and the second nonzero. The weak-field condition is stricter here. A field of about $a(T-T_c)p_s/2$, with $p_s$ the size of the jump, makes the polar phase the stable one; 1 K above $T_c$ this is $3.6\times10^{-7}$ atomic units, or 1.9 kV/cm, and it vanishes at $T_c$.

Two further limits concern the temperature itself. Close to $T_0$, the neglect of fluctuations becomes doubtful. For $N$ cells moving together as one classical harmonic mode, equipartition gives a mean-square displacement $k_{\rm B}T/(NM\omega_{\rm TO}^2)$, where $k_{\rm B}$ is Boltzmann's constant. This grows as the mode softens, and it is negligible only if many cells move together. At low temperature, the linear coefficient itself must fail. It implies an entropy contribution $-ap^2/2$ that would remain at $T=0$ and depend on the polarization, whereas the third law requires the entropy difference between equilibrium states at different $p$ to vanish there. The slope $dA/dT$ must therefore tend to zero on cooling. If $A$ levels off at a positive value, the permittivity and the soft-mode frequency level off with it, and an extrapolated $T_0$ does not by itself establish that a transition takes place.

## Table of computed values

```
Mode charge Z = 6 e; mass M = 40000 m_e; volume = 400 bohr^3
eps_inf = 5; T0 = 200 K; a = 1.50e-04 a.u./K; B = 300 a.u.
Curie constant 4 pi/a = 83775.8 K
Z^2/(M V) = 2.2500e-06 a.u.
Slope of omega_TO^2 = 3.3750e-10 hartree^2/K
T (K) | eps formula | eps numerical | omega_TO formula | trajectory (hartree)
150 | 842.76 | 842.76 | 1.83712e-04 | 1.83712e-04
210 | 8382.58 | 8382.58 | 5.80948e-05 | 5.80948e-05
250 | 1680.52 | 1680.52 | 1.29904e-04 | 1.29904e-04
300 | 842.76 | 842.76 | 1.83712e-04 | 1.83712e-04
400 | 423.88 | 423.88 | 2.59808e-04 | 2.59808e-04
omega_TO at 300 K = 40.32 cm^-1
Softening exponent from trajectories, 210 to 400 K = 0.50000
(eps-eps_inf)*omega_TO^2: min 2.82743e-05, max 2.82743e-05 hartree^2
Spontaneous polarization at 150 K = 0.00500 e/bohr^2
Lattice permittivity ratio, 250 K over 150 K = 2.0000
omega_TO^2 ratio, 150 K over 250 K = 2.0000
210 K: omega_LO = 2.37871e-03 hartree; (LO/TO)^2 = 1676.52; eps/eps_inf = 1676.52
300 K: omega_LO = 2.38508e-03 hartree; (LO/TO)^2 = 168.55; eps/eps_inf = 168.55
400 K: omega_LO = 2.39215e-03 hartree; (LO/TO)^2 = 84.78; eps/eps_inf = 84.78
Field 2.0e-06 a.u.: fractional drop of lattice eps = 1.0648e-03, leading formula 1.0667e-03
Field scale at 300 K = 1.061e-04 a.u. = 0.545 MV/cm
Gate field = 2.0e-04 a.u. = 1.028 MV/cm
At gate field: p = 0.00686 e/bohr^2; differential eps = 223.90
At gate field: omega_TO = 3.59399e-04 hartree = 78.88 cm^-1
Damping = 1.0e-04 hartree; overdamped below T-T0 = 7.407 K
T-T0 = 0.50 K: relaxation rate = 1.7170e-06, omega0^2/damping = 1.6875e-06 a.u.
T-T0 = 0.25 K: relaxation rate = 8.5100e-07, omega0^2/damping = 8.4375e-07 a.u.
First-order variant: B = -300 a.u.; K = 1.0e+07 a.u.
Tc-T0 numerical = 11.2500 K; formula = 11.2500 K
Just above Tc: eps = 7451.7; omega_TO = 6.1619e-05 hartree
```
